# Mean Polarizability of Ellipsoids with Uniformly Distributed Depolarization Factors: test program

```python
# Result under test: for ellipsoids whose depolarization factors (L1, L2, L3)
# are spread uniformly over the triangle L1+L2+L3=1, Li>=0, the mean excess
# polarizability per inclusion volume, in units of eps0*eps_matrix, is
#     beta(x) = 2 x ln(x)/(x-1) - 2,    x = eps_inclusion/eps_matrix.
# One principal axis of one ellipsoid has (x-1)/(1+(x-1)L).
# Field factor = field inside an inclusion / field applied to it.
# k = relative permittivity, f = volume fraction of pores.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, root
from scipy.special import elliprd


def beta_uniform(x):
    return 2 * x * np.log(x) / (x - 1) - 2


def beta_axis(x, L):
    return (x - 1) / (1 + (x - 1) * L)


def beta_shape(x, L1, L2, L3):
    return (beta_axis(x, L1) + beta_axis(x, L2) + beta_axis(x, L3)) / 3


def depolarization(a, b, c):
    v = a * b * c / 3
    return np.array([v * elliprd(b*b, c*c, a*a),
                     v * elliprd(a*a, c*c, b*b),
                     v * elliprd(a*a, b*b, c*c)])


# ---- depolarization factors against the field of the surface charge
axes = np.array([1.0, 1.4, 2.0])
L_example = depolarization(*axes)
for i in range(3):
    direct = quad(lambda s: 0.5 * np.prod(axes) / ((s + axes[i]**2)
                  * np.sqrt(np.prod(s + axes**2))), 0, np.inf)[0]
    assert abs(direct - L_example[i]) < 1e-7
assert abs(L_example.sum() - 1) < 1e-12

cos_t, w_t = np.polynomial.legendre.leggauss(160)
phi = 2 * np.pi * np.arange(320) / 320
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
solid_angle = w_t[:, None] * (2 * np.pi / 320) * np.ones_like(ph)
surface = axes[:, None, None] * unit
for fraction in ([0, 0, 0], [0.3, 0.2, -0.25]):
    point = axes * np.array(fraction)
    away = point[:, None, None] - surface
    dist3 = np.sum(away**2, axis=0)**1.5
    for i in range(3):
        charge = np.prod(axes) / axes[i] * unit[i] * solid_angle
        field = np.sum(charge * away / dist3, axis=(1, 2)) / (4 * np.pi)
        expected = np.zeros(3)
        expected[i] = -L_example[i]
        assert np.max(np.abs(field - expected)) < 1e-7

# ---- triples across the triangle are reached by real ellipsoids
for target in ([0.3, 0.3, 0.4], [0.1, 0.2, 0.7],
               [0.05, 0.15, 0.8], [0.02, 0.49, 0.49]):
    target = np.array(target)
    guess = np.log(target[0] / target[1:])
    found = root(lambda q: depolarization(1.0, *np.exp(q))[1:] - target[1:],
                 guess, tol=1e-12)
    reached = depolarization(1.0, *np.exp(found.x))
    assert np.max(np.abs(reached - target)) < 1e-8

# ---- single-ellipsoid polarizability: boundary conditions and far field
k_matrix, k_pore = 2.9, 1.0
x_pore = k_pore / k_matrix


def outer_potential(r, x):
    # unit field along the first axis, point r on or outside the surface
    xi = brentq(lambda s: np.sum(r**2 / (s + axes**2)) - 1,
                -0.5 * np.min(axes**2), np.sum(r**2), xtol=1e-15, rtol=1e-14)
    a2, b2, c2 = axes**2 + xi
    shell = np.prod(axes) / 3 * elliprd(b2, c2, a2)
    return r[0] * (-1 + beta_axis(x, L_example[0]) * shell)


for x in (x_pore, 8.0):
    u = np.array([0.6, 0.48, 0.64])
    on_surface = axes * u
    normal = u / axes
    normal = normal / np.linalg.norm(normal)
    h = 1e-3
    p0, p1, p2 = [outer_potential(on_surface + j * h * normal, x)
                  for j in range(3)]
    inner_field = 1 / (1 + (x - 1) * L_example[0])
    assert abs(p0 + inner_field * on_surface[0]) < 1e-10
    outer_slope = (-3 * p0 + 4 * p1 - p2) / (2 * h)
    assert abs(outer_slope + x * inner_field * normal[0]) < 2e-5
    place, h = np.array([1.5, 1.6, 1.9]), 0.01
    laplacian = sum(outer_potential(place + h * e, x)
                    + outer_potential(place - h * e, x)
                    - 2 * outer_potential(place, x) for e in np.eye(3)) / h**2
    assert abs(laplacian) < 1e-4
    far = 200 * np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
    volume = 4 * np.pi / 3 * np.prod(axes)
    dipole = (outer_potential(far, x) + far[0]) * 4 * np.pi * 200**3 / far[0]
    ratio = dipole / (volume * beta_axis(x, L_example[0]))
    assert abs(ratio - 1) < 1e-3

# ---- orientation average equals one third of the trace
axis_values = beta_axis(x_pore, L_example)
oriented = np.sum(solid_angle * np.sum(axis_values[:, None, None] * unit**2,
                                       axis=0)) / (4 * np.pi)
assert abs(oriented - beta_shape(x_pore, *L_example)) < 1e-10

# ---- average over the triangle, by two-dimensional quadrature
node, weight = np.polynomial.legendre.leggauss(200)
node, weight = (node + 1) / 2, weight / 2
uu, vv = np.meshgrid(node, node, indexing="ij")
T1, T2, T3 = uu, (1 - uu) * vv, (1 - uu) * (1 - vv)
tri_weight = 2 * (1 - uu) * np.outer(weight, weight)
k_water = 78.0
x_water = k_water / k_matrix
for x in (x_pore, 0.05, 3.0, x_water, -3 + 1j):
    numeric = np.sum(tri_weight * beta_shape(x, T1, T2, T3))
    assert abs(numeric - beta_uniform(x)) < 1e-8
    square = np.sum(tri_weight / (1 + (x - 1) * T2)**2)
    assert abs(square - 2 * (x - 1 - np.log(x)) / (x - 1)**2) < 1e-7

# ---- density of one factor, small-contrast series, third-order shape effect
t, l1, l2 = sp.symbols("t l1 l2", positive=True)
moment_series = 0
for n in range(5):
    moment = sp.integrate(sp.integrate(2 * l1**n, (l2, 0, 1 - l1)),
                          (l1, 0, 1))
    assert moment == sp.integrate(2 * (1 - l1) * l1**n, (l1, 0, 1))
    moment_series += t * (-t)**n * moment
log_series = sp.series(sp.log(1 + t), t, 0, 8).removeO()
closed = sp.expand(2 * (1 + t) * log_series / t - 2)
for n in range(6):
    assert closed.coeff(t, n) == sp.expand(moment_series).coeff(t, n)
sphere_series = sp.series(3 * t / (3 + t), t, 0, 5).removeO()
gap = sp.expand(closed - sphere_series)
assert [gap.coeff(t, n) for n in range(4)] == [0, 0, 0, sp.Rational(1, 18)]

# ---- the sphere has the weakest response of all randomly oriented shapes
for x in (x_pore, x_water):
    every_shape = np.abs(beta_shape(x, T1, T2, T3))
    assert np.min(every_shape) >= abs(beta_axis(x, 1 / 3)) - 1e-12

# ---- just above the negative real axis resonant shapes absorb
x_res = -3 + 1e-3j
absorption = quad(lambda L: (2 * (1 - L) * beta_axis(x_res, L)).imag,
                  0, 1, points=[0.24, 0.25, 0.26], limit=300)[0]
assert abs(absorption - 2 * np.pi * 3 / 4) < 0.01

# ---- another weight gives another mean: log-uniform axis ratios, factor 3
g, gw = np.polynomial.legendre.leggauss(40)
q1, q2 = np.meshgrid(g * np.log(3), g * np.log(3), indexing="ij")
L_log = depolarization(np.ones_like(q1), np.exp(q1), np.exp(q2))
beta_log = np.sum(np.outer(gw, gw) / 4 * beta_shape(x_pore, *L_log))
beta_pore = beta_uniform(x_pore)
beta_sphere = beta_axis(x_pore, 1 / 3)
assert abs(beta_sphere) < abs(beta_log) < abs(beta_pore) - 1e-3


# ---- film permittivity when every inclusion feels the mean matrix field
def film_k(km, f, ki, beta):
    return km * (1 + f * beta / (1 - f + f * beta / (ki / km - 1)))


f = 0.25
lam = np.sum(tri_weight / (1 + (x_pore - 1) * T1))
mean_E = (1 - f) + f * lam
mean_D = (1 - f) * k_matrix + f * k_pore * lam
k_film = film_k(k_matrix, f, k_pore, beta_pore)
assert abs(mean_D / mean_E - k_film) < 1e-9
# exact cases: capacitors in series and in parallel
k_series = 1 / ((1 - f) / k_matrix + f / k_pore)
k_parallel = (1 - f) * k_matrix + f * k_pore
assert abs(film_k(k_matrix, f, k_pore, beta_axis(x_pore, 1)) - k_series) < 1e-12
assert abs(film_k(k_matrix, f, k_pore, beta_axis(x_pore, 0)) - k_parallel) < 1e-12
# exact case: a coated sphere leaves the field in the effective medium unchanged
k_sphere = film_k(k_matrix, f, k_pore, beta_sphere)
rc = f**(1 / 3)
system = np.array([[rc, -rc, -1 / rc**2, 0],
                   [k_pore, -k_matrix, 2 * k_matrix / rc**3, 0],
                   [0, 1, 1, -1],
                   [0, k_matrix, -2 * k_matrix, 2 * k_sphere]])
coated = np.linalg.solve(system, np.array([0, 0, -1, -k_sphere]))
assert abs(coated[3]) < 1e-12
k_lower = film_k(k_pore, 1 - f, k_matrix, beta_axis(k_matrix / k_pore, 1 / 3))
assert k_lower < k_film < k_sphere
k_dilute = k_matrix * (1 + f * beta_pore)

# ---- effects outside the model
water_fraction = 0.01


def wet_film(kw, random_shape):
    top, bottom = (1 - f) * k_matrix, 1 - f
    for part, ki in ((f - water_fraction, k_pore), (water_fraction, kw)):
        x = ki / k_matrix
        b = beta_uniform(x) if random_shape else beta_axis(x, 1 / 3)
        factor = b / (x - 1)
        top += part * ki * factor
        bottom += part * factor
    return top / bottom


assert abs(wet_film(k_pore, True) - k_film) < 1e-12
diameter, shift, field = 2.0, 0.1, 1.0       # nm, nm, MV/cm
radius = diameter / 2
k_wide = film_k(k_matrix, f * (1 + shift / radius)**3, k_pore, beta_pore)
k_narrow = film_k(k_matrix, f * (1 - shift / radius)**3, k_pore, beta_pore)
dk = 1e-4
k_up, k_down = [film_k(m, f, k_pore, beta_uniform(k_pore / m))
                for m in (k_matrix + dk, k_matrix - dk)]
sensitivity = (k_up - k_down) / (2 * dk)
matrix_field = field / mean_E
rms_factor = np.sqrt(2 * (x_pore - 1 - np.log(x_pore)) / (x_pore - 1)**2)
sphere_factor = 3 / (2 + x_pore)
volts_per_nm = 1e8 * 1e-9                   # 1 MV/cm in V/nm
energy_gain = matrix_field / x_pore * volts_per_nm * diameter
frequency = 1e10
size_parameter = (2 * np.pi * frequency * np.sqrt(k_matrix)
                  * radius * 1e-9 / const.c)
pore_volume = 4 * np.pi / 3 * radius**3
alpha_nm3 = k_matrix * beta_pore * pore_volume / (4 * np.pi)
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Test ellipsoid semi-axes (relative):", *axes)
print("Its depolarization factors:", *np.round(L_example, 4))
show("Matrix k", k_matrix, digits=2)
show("Pore k", k_pore, digits=2)
show("Porosity f", f, digits=2)
show("Pore diameter", diameter, "nm", 1)
show("Permittivity ratio x", x_pore)
show("ln x", np.log(x_pore))
show("beta, uniform triangle", beta_pore)
show("beta, triangle quadrature",
     np.sum(tri_weight * beta_shape(x_pore, T1, T2, T3)))
show("beta, sphere", beta_sphere)
show("beta, needle, random orientation", beta_shape(x_pore, 0, 0.5, 0.5))
show("beta, disc, random orientation", beta_shape(x_pore, 0, 0, 1))
show("beta, log-uniform axis ratios (factor 3)", beta_log)
show("Pore volume", pore_volume, "nm^3", 3)
show("Excess polarizability of one pore", alpha_nm3, "nm^3")
show("Same in atomic units", alpha_nm3 / bohr_nm**3, "bohr^3", 0)
show("Mean field factor in pores", lam)
show("Rms field factor in pores", rms_factor)
show("Film k, dilute law", k_dilute)
show("Film k, mean field, uniform triangle", k_film)
show("Film k, spheres (upper HS bound)", k_sphere)
show("Film k, lower HS bound", k_lower)
show("Shape effect on film k", k_film - k_sphere)
show("Interaction effect on film k", k_film - k_dilute)
show("Water volume fraction of film", water_fraction, digits=2)
show("Bulk-like water k", k_water, digits=0)
show("Water-to-matrix ratio x", x_water, digits=3)
show("beta of water, uniform triangle", beta_uniform(x_water))
show("beta of water, sphere", beta_axis(x_water, 1 / 3))
show("Wet film k, water 78, uniform triangle", wet_film(k_water, True))
show("Wet film k, water 78, spheres", wet_film(k_water, False))
show("Wet film k, water 10, uniform triangle", wet_film(10.0, True))
show("Pore wall shift", shift, "nm", 1)
show("Film k, wall shifted outward", k_wide)
show("Film k, wall shifted inward", k_narrow)
show("Film k, flat aligned pores, field normal", k_series)
show("Film k, flat aligned pores, field in plane", k_parallel)
show("Change of film k per change of matrix k", sensitivity)
show("Applied mean field", field, "MV/cm", 2)
show("Mean field in matrix", matrix_field, "MV/cm")
show("Solid at equator of spherical pore",
     matrix_field * sphere_factor, "MV/cm")
show("Field in flat pore, upper limit", matrix_field / x_pore, "MV/cm")
show("Electron energy gain across 2 nm, upper limit", energy_gain, "eV", 3)
show("Frequency", frequency / 1e9, "GHz", 0)
print(f"Retardation size parameter: {size_parameter:.2e}")
print("checks complete")
```

It prints:

```
Test ellipsoid semi-axes (relative): 1.0 1.4 2.0
Its depolarization factors: 0.4724 0.3226 0.205
Matrix k: 2.90
Pore k: 1.00
Porosity f: 0.25
Pore diameter: 2.0 nm
Permittivity ratio x: 0.3448
ln x: -1.0647
beta, uniform triangle: -0.8793
beta, triangle quadrature: -0.8793
beta, sphere: -0.8382
beta, needle, random orientation: -0.8680
beta, disc, random orientation: -1.0701
beta, log-uniform axis ratios (factor 3): -0.8534
Pore volume: 4.189 nm^3
Excess polarizability of one pore: -0.8499 nm^3
Same in atomic units: -5736 bohr^3
Mean field factor in pores: 1.3420
Rms field factor in pores: 1.3814
Film k, dilute law: 2.2625
Film k, mean field, uniform triangle: 2.3128
Film k, spheres (upper HS bound): 2.3320
Film k, lower HS bound: 2.2302
Shape effect on film k: -0.0192
Interaction effect on film k: 0.0502
Water volume fraction of film: 0.01
Bulk-like water k: 78
Water-to-matrix ratio x: 26.897
beta of water, uniform triangle: 4.8382
beta of water, sphere: 2.6885
Wet film k, water 78, uniform triangle: 2.4608
Wet film k, water 78, spheres: 2.4223
Wet film k, water 10, uniform triangle: 2.3724
Pore wall shift: 0.1 nm
Film k, wall shifted outward: 2.1382
Film k, wall shifted inward: 2.4626
Film k, flat aligned pores, field normal: 1.9661
Film k, flat aligned pores, field in plane: 2.4250
Change of film k per change of matrix k: 0.6599
Applied mean field: 1.00 MV/cm
Mean field in matrix: 0.9212 MV/cm
Solid at equator of spherical pore: 1.1786 MV/cm
Field in flat pore, upper limit: 2.6716 MV/cm
Electron energy gain across 2 nm, upper limit: 0.534 eV
Frequency: 10 GHz
Retardation size parameter: 3.57e-07
checks complete
```
